# Charge disproportionation of singly occupied eg sites with breathing relaxation

## Problem

A nickelate-like oxide is modelled as a cubic lattice of metal sites. Each site has a filled \(t_{2g}\) shell and two degenerate \(e_g\) orbitals, which hold \(n=0,\dots,4\) electrons. On average there is one \(e_g\) electron per site. Two electrons in the same orbital repel with energy \(U\), and \(J>0\) is the Hund exchange between the two orbitals. The oxygen octahedron around a site can breathe. Measured from its shape around an empty \(e_g\) shell, this relaxation lowers the energy of a site by \(Pn^2\). Hopping between sites is switched off (the atomic limit), and so are intersite repulsion and all distortions other than breathing.

(a) For which \(U\) does the disproportionation \((1,1)\to(0,2)\) lower the energy?

(b) When it does, is a mixture of empty and doubly occupied sites the lowest of all charge patterns?

(c) Evaluate the answers for \(U=1.9\) eV, \(J=0.6\) eV, \(P=0.2\) eV, and judge what the neglected effects do to them.

## A tempting solution

Two electrons on one site take different orbitals with parallel spins, which costs \(U-3J\). In the uniform state all octahedra are equal, so there is no breathing distortion and no relaxation energy. In the disproportionated state the empty site gains nothing and the doubly occupied site gains \(P\cdot2^2=4P\). The cost per pair of sites would then be

\[
\Delta E_{\text{wrong}}=U-3J-4P ,
\]

and the reaction would be favourable for \(U<3J+4P\), which is \(1.8+0.8=2.6\) eV for the given numbers.

## Where it fails

The electronic part is right and is derived below. The fault lies in the sentence about the uniform state. Equal octahedra are not unrelaxed octahedra. The law \(Pn^2\) is measured from the shape around an empty shell, and every site with \(n=1\) has already expanded from that shape and gained \(P\). The tempting solution measures the final state from the empty-shell shape, but treats the initial state as if its own shape were the zero of energy. It leaves out \(2P\) of relaxation in the initial state.

## Solution

**Electronic energies.** An \(e_g\) electron feels the same field from the closed \(t_{2g}\) shell in either orbital and with either spin. This field and the orbital level add a term proportional to \(n\), which cancels because the total charge is fixed. Only the repulsion among \(e_g\) electrons remains.

Let \(a\) be the \(3z^2-r^2\) orbital, \(b\) the \(x^2-y^2\) orbital, and \((ij|kl)\) the Coulomb integral between the densities \(ij\) and \(kl\). A quarter turn about \(z\) keeps \(a\) and reverses \(b\), so integrals with an odd number of \(b\)'s vanish. The others are \((aa|aa)=U_a\), \((bb|bb)=U_b\), \((aa|bb)=U'\) and \((ab|ab)=J\). A threefold rotation of the cube turns \(a\) into \(ca+sb\) and \(b\) into \(-sa+cb\), up to signs that do not matter here, with \(c^2=\tfrac14\) and \(s^2=\tfrac34\). The self-repulsion of each orbital must not change:

\[
U_a=\tfrac1{16}U_a+\tfrac9{16}U_b+\tfrac6{16}(U'+2J),\qquad
U_b=\tfrac9{16}U_a+\tfrac1{16}U_b+\tfrac6{16}(U'+2J).
\]

Subtracting the two gives \(U_a-U_b=-\tfrac12(U_a-U_b)\), hence \(U_a=U_b=U\). Either equation then gives

\[
U'=U-2J .
\]

With one electron in each orbital, the triplet has energy \(U'-J=U-3J\) and the singlet \(U'+J=U-J\). The two states with a doubly filled orbital have energy \(U\) and are coupled by \((ab|ab)=J\), which gives \(U-J\) and \(U+J\). For \(J>0\) the triplet is lowest, by \(2J\).

Three electrons fill one orbital and half fill the other. Four electrons form two intra-orbital pairs and four inter-orbital pairs, two of them with parallel spins:

\[
U+U'+(U'-J)=3U-5J,\qquad 2U+4U'-2J=6U-10J .
\]

The lowest electronic energies for \(n=0,\dots,4\) are therefore \(0,\;0,\;U-3J,\;3U-5J,\;6U-10J\).

**Breathing.** Let \(Q\) be the breathing coordinate, \(K\) its stiffness, assumed independent of \(n\), and \(g\) the force per electron. Completing the square,

\[
\tfrac12KQ^2-gnQ=\tfrac12K\Big(Q-\frac{gn}{K}\Big)^2-\frac{g^2n^2}{2K},
\qquad P=\frac{g^2}{2K}.
\]

The minimum is \(-Pn^2\). Without hopping, \(n\) is a fixed number on each site, so the quantum oscillator is merely displaced. Its zero-point energy is the same for every \(n\) and cancels.

The shape around \(n=1\) is an equally good reference. Put \(Q=g/K+q\):

\[
\tfrac12KQ^2-gnQ=P-2Pn+\tfrac12Kq^2-g(n-1)q .
\]

The sum of \(P-2Pn\) over two sites with two electrons is \(-2P\), however the electrons are shared. What remains relaxes by \(P(n-1)^2\). From the uniform crystal, the empty site contracts and gains \(P\), and the doubly occupied site expands and gains \(P\). The total gain is \(2P\), not \(4P\).

**(a) Pair balance.** In the original reference,

\[
\Delta E=\big[0+(U-3J-4P)\big]-\big[-P-P\big]=U-3J-2P ,
\]

so disproportionation lowers the energy when

\[
U<3J+2P .
\]

For \(P=0\) Hund exchange must do all the work, and the condition is \(U<3J\). The bare Coulomb repulsion can never meet it, because \(U-3J\) is the mean repulsion of the two electrons in the triplet and is then positive. Only screened, effective values of \(U\) and \(J\) can. If \(J\) tends to zero, the lattice alone must overcome the repulsion, and the condition is \(U<2P\).

The tempting expression does describe a different process. Freeze the octahedra of the \((0,2)\) state and move one electron back. The expanded octahedron has \(Q=2g/K\), where the lattice energy is \(4P-4Pn\). Going from \(n=2\) to \(n=1\) raises it by \(4P\). The other octahedron has \(Q=0\) and contributes nothing. The electronic energy falls by \(U-3J\), so this sudden return costs

\[
\Delta_{\text{frozen}}=4P-(U-3J)=-\Delta E_{\text{wrong}} .
\]

It is an excitation energy at fixed lattice, not the difference between two relaxed states.

**(b) Other patterns.** Since \(-Pn^2=-2P\,\tfrac{n(n-1)}2-Pn\), breathing acts on each pair of electrons as a reduction of the repulsion to \(W=U-2P\), apart from a linear term that cancels. The energies to compare are

\[
\epsilon_0=\epsilon_1=0,\quad \epsilon_2=W-3J,\quad \epsilon_3=3W-5J,\quad \epsilon_4=6W-10J ,
\]

averaged over independent sites with mean occupation one. If a straight line in \(n\) lies nowhere above these energies, its value at \(n=1\) is a lower bound on the average. The bound is reached by a pattern that uses only points on the line.

- For \(W>3J\), \(\epsilon_2,\epsilon_3,\epsilon_4\) are positive. The line is zero, and the uniform state is lowest.
- For \(J<W<3J\), take the line \(\tfrac n2\epsilon_2\) through \(n=0\) and \(n=2\). The other energies lie above it by \(-\tfrac12\epsilon_2\), \(\tfrac32W-\tfrac12J\) and \(4W-4J\) for \(n=1,3,4\), all positive. The 0/2 pattern is lowest.
- For \(W<J\), take the line \(\tfrac n4\epsilon_4\) through \(n=0\) and \(n=4\). The distances for \(n=1,2,3\) are \(\tfrac52J-\tfrac32W\), \(2J-2W\) and \(\tfrac52J-\tfrac32W\), all positive. Full and empty sites are lowest.

For independent octahedra, the 0/2 pattern is thus the lowest one in the window

\[
J+2P<U<3J+2P .
\]

**(c) Numbers.** Without the lattice the pair cost is \(1.9-1.8=+0.1\) eV, so Hund exchange alone does not suffice. With breathing it is \(0.1-0.4=-0.3\) eV, or \(-28.9\) kJ per mole of pairs. The threshold is \(1.8+0.4=2.2\) eV and the lower edge of the window is \(0.6+0.4=1.0\) eV. The example lies inside, and 0/2 is its lowest pattern. The tempting criterion would give the wrong sign for \(U\) between 2.2 and 2.6 eV at these \(J\) and \(P\).

## Octahedra that share oxygens

In the crystal each oxygen belongs to two octahedra, so the expansion of one pushes on the next. Give every metal–oxygen bond a spring \(k\), and let each electron push on each bond of its site with force \(f\). A free octahedron has six bonds and gains \(6f^2n^2/(2k)\), so \(P=3f^2/k\).

Now hold the metal sites fixed at their positions in the uniform state, so that only the oxygens move. An oxygen between sites \(i\) and \(j\), moved by \(u\) along their line, lengthens one bond and shortens the other:

\[
ku^2-f(n_i-n_j)u,\qquad u=\frac{f(n_i-n_j)}{2k},\qquad
E_{\min}=-\frac{f^2(n_i-n_j)^2}{4k}=-\frac P{12}(n_i-n_j)^2 .
\]

If empty and doubly occupied sites alternate in all three directions, there are six oxygens per pair of sites, each with \(|n_i-n_j|=2\). The gain is \(6\cdot4P/12=2P\), and the condition found in (a) survives. The contraction of one octahedron is just what its neighbours need for their expansion. By symmetry no metal site feels a net force in this state, so holding the metal sites costs nothing.

A single transfer between neighbours in the uniform crystal gains less as long as the metal sites are held. One link has difference 2 and ten have difference 1, so the gain is \((4+10)P/12=7P/6=0.233\) eV. The cost is \(0.1-0.233=-0.133\) eV, still favourable. For \(U\) between \(3J+7P/6=2.03\) eV and 2.2 eV, however, such a transfer would cost energy although the fully alternating state lies lower. This interval depends on the fixed metal sites: after a single transfer the two sites involved and their ten other neighbours feel a net force, because their opposite neighbours differ in occupation. If all metal sites can move, each bond can change by its own preferred amount \(f(n-1)/k\), provided these changes add up to zero along every line of sites. This spring network does not resist shear between neighbouring lines. For one transfer in a large crystal the small mismatch is therefore spread over long lines and its cost vanishes, the gain rises to \(2P\), and the interval disappears. In a lattice that resists shear the gain stays below \(2P\), and part of the interval remains.

The lower edge of the 0/2 window also depends on the metal sites. Compare the alternating 0/2 state with a pattern of full sites that have only empty neighbours. With the metal sites held, each full site gains \(6\cdot16P/12=8P\), and this pattern lies below 0/2 for \(U<J+P\). With free metal sites, no resistance to shear and a mean occupation of one along every line, the edge returns to \(J+2P\), as for independent octahedra.

The spring follows from the vibration of an oxygen of mass \(M\) between two fixed neighbours, \(M\omega^2=2k\). A quantum \(\hbar\omega=0.08\) eV gives \(k=1225\) eV/nm². In the alternating state \(u=f/k=\sqrt{P/(3k)}\), so the bonds change by \(\pm0.0074\) nm.

## What the atomic limit leaves out

**Jahn–Teller distortion.** A singly occupied site can also gain energy by making its bonds unequal. Suppose an electron pushes on the bonds along \(x,y,z\) in proportion to the square of its sigma overlap. For the \(3z^2-r^2\) orbital the forces are \(F/4,F/4,F\). With two bonds per axis, free relaxation gains \((\tfrac1{16}+\tfrac1{16}+1)F^2/k=\tfrac98F^2/k\). Breathing alone feels the mean force \(F/2\) and gains \(6(F/2)^2/(2k)=\tfrac34F^2/k=P\). The difference is \(\tfrac38F^2/k=P/2=0.1\) eV per site. The triplet pushes equally on all bonds and has no such gain. For free octahedra with equal springs and classical nuclei, the threshold falls to \(3J+P=2.0\) eV and the pair cost rises from \(-0.3\) to \(-0.1\) eV. Zero-point energy does not cancel here as it did for breathing, because this distortion couples the two orbitals. For vibrational quanta of 0.06 to 0.08 eV it adds about 0.03 eV to the gain per site, which leaves a pair cost of only about \(-0.05\) to \(-0.04\) eV.

**Temperature.** A singly occupied site has four spin-orbital states, a triplet three and an empty site one. Without Jahn–Teller coupling this adds \(k_BT\ln(16/3)=0.043\) eV to the free-energy cost per pair at 300 K. With the coupling above, a singly occupied site also has more low-lying vibrational levels, and the shift grows to about 0.06 eV. Counting only these internal states, as is right for a fixed arrangement of empty and doubly occupied sites, the pair cost at 300 K is then slightly positive, between 0.01 and 0.02 eV. Free octahedra, however, prefer no arrangement, and random mixing of the two kinds of site lowers the free energy by \(2k_BT\ln2=0.036\) eV per pair, which makes the cost about \(-0.02\) eV. In equilibrium about 60% of free sites would be empty or doubly occupied. The two effects together thus use up nearly all of the margin found in (c), and the sign depends on whether the charge pattern is ordered.

**Intersite attraction.** Alternating charges \(\pm e\) at spacing 0.38 nm, with an assumed relative permittivity of 30, gain 0.22 eV per pair (Madelung constant 1.7476, from a direct lattice sum). This is an order of magnitude only: the permittivity is a guess, and its ionic part may count again some of the relaxation already in \(P\).

**Electric field.** A field of 1 MV/cm does work of 0.038 eV on one electron moved 0.38 nm along it. That is less than the 0.133 eV released by a neighbour transfer. In the alternating state every site is a centre of inversion, so there is no net dipole and no shift linear in the field.

**Hopping.** This is the largest omission. Let \(t=0.4\) eV be the sigma hopping amplitude. In the frozen alternating lattice, moving one electron costs \(\Delta_{\text{frozen}}=0.8-0.1=0.7\) eV. A triplet site has six empty neighbours, and along each link one orbital combination hops with amplitude \(t\). Second-order perturbation theory gives a gain of

\[
\frac{6t^2}{\Delta_{\text{frozen}}}=\frac{6\times0.16}{0.7}=1.37\ \text{eV per pair}.
\]

This exceeds the energy denominator itself, so the expansion is not controlled and the value is no estimate of the true gain.

A uniform metal without correlations provides a second measure. Each of the four spin-orbitals is filled independently with probability \(\tfrac14\). The six pair energies sum to \(6U-10J\), so the interaction energy per site is \((6U-10J)/16=(3U-5J)/8=0.34\) eV. Summing the occupied band states on a mesh of wave vectors gives a band energy of \(-2.227\,t=-0.89\) eV per site. In the lattice shape of the uniform state, this metal lies 1.11 eV per pair below \((1,1)\), whereas the atomic 0/2 state lies only 0.3 eV below. The two are equal at \(t=0.22\) eV. A fully spin-polarized metal, with band energy \(-1.523\,t\) and interaction \((U-3J)/4=0.025\) eV per site, lies a little lower, 1.17 eV per pair below \((1,1)\), and already matches the atomic 0/2 state at \(t\approx0.11\) eV. All of these are trial states. Hopping would also lower the ordered state, so the comparison does not decide which phase wins; it shows that the atomic limit cannot decide it either.

**Relation to nickelate switches.** The parameters are rough effective values in the regime of rare-earth nickelates. The value of \(U\) is far below the bare repulsion in a nickel d shell, because it stands for states shared with oxygen. Full transfer of one electron is an idealization: charge differences in the real ordered phases are smaller, and bond changes are roughly \(\pm0.005\) nm or less, below the model's 0.0074 nm. A field of 1 MV/cm is large for a conducting film. Real devices break above all the assumption of no hopping, whose energy scale, of order 1 eV per pair, exceeds the 0.3 eV margin found here. The inequality therefore says when Hund exchange and breathing together overcome the local repulsion. It does not predict a transition temperature or a switching voltage.

Numbers in the example were calculated in double precision.
